# Torque method for magnetic anisotropy and the 45-degree rule, part 1

(Sections cited here and not found follow in the second part.)

## First half: the torque as a spin-orbit mean value

The free energy of a ferromagnet depends on the direction of its magnetization relative to the crystal axes. This dependence, the magnetic anisotropy, arises here from spin-orbit coupling. It can be found by subtracting the energies of two magnetization directions, or from the slope of the energy at one direction. This problem develops the second route and asks when one slope is enough.

Consider electrons in a crystal with one magnetic atom per cell. The exchange field points along the unit vector

\[
\mathbf n(\theta)=(\sin\theta,\,0,\,\cos\theta),
\]

so \(\theta\) is measured from the crystal axis \(z\) towards \(x\). The one-electron Hamiltonian is

\[
H(\theta)=H_{\rm kin}-\frac{\Delta}{2}\,\mathbf n\cdot\boldsymbol\sigma+\frac{\xi}{\hbar^2}\,\mathbf L\cdot\mathbf S .
\]

Here \(H_{\rm kin}\) contains hopping and the crystal potential and acts on the orbital variables alone. The exchange splitting is \(\Delta>0\), the spin-orbit strength is \(\xi\), and both are energies. The vector \(\boldsymbol\sigma\) contains the Pauli matrices. The operators \(\mathbf L=\hbar\,\mathbf l\) and \(\mathbf S=\hbar\boldsymbol\sigma/2\) are the orbital and spin angular momenta of an electron on its atom. Hence

\[
\frac{\xi}{\hbar^2}\,\mathbf L\cdot\mathbf S
=\frac{\xi}{\hbar^2}\,(\hbar\,\mathbf l)\cdot\left(\frac{\hbar\boldsymbol\sigma}{2}\right)
=\frac{\xi}{2}\,\mathbf l\cdot\boldsymbol\sigma .
\]

The vector \(\mathbf n\) is the spin direction favoured by the exchange term. The electron's magnetic moment is opposite to its spin, but part (e) shows that reversing \(\mathbf n\) leaves the free energy unchanged.

The potentials are frozen: \(H_{\rm kin}\), \(\Delta\) and \(\xi\) do not change with \(\theta\). Using such a model in place of self-consistent total energies is a separate approximation, called the magnetic force theorem, which is not derived here. The basis is finite. All sums over states and all traces are per atom, which for a crystal means an average over the Brillouin zone.

### (a) Where does the angle enter?

**Question.** Rotate the spin variables so that the exchange term becomes independent of \(\theta\). Find the spin-orbit term in this frame.

**Solution.** Take the spin rotation about \(y\),

\[
U=e^{-i\theta\sigma_y/2}=c-is\,\sigma_y,\qquad
c=\cos\frac{\theta}{2},\quad s=\sin\frac{\theta}{2}.
\]

The second form follows from the exponential series, because \(\sigma_y^2=1\). For \(\sigma_z\),

\[
\begin{aligned}
U^\dagger\sigma_zU
&=(c+is\sigma_y)\,\sigma_z\,(c-is\sigma_y)\\
&=c^2\sigma_z+isc\,[\sigma_y,\sigma_z]+s^2\sigma_y\sigma_z\sigma_y .
\end{aligned}
\]

The commutator is \([\sigma_y,\sigma_z]=2i\sigma_x\). Since different Pauli matrices anticommute, \(\sigma_y\sigma_z\sigma_y=-\sigma_z\). Therefore

\[
U^\dagger\sigma_zU=(c^2-s^2)\sigma_z-2sc\,\sigma_x
=\cos\theta\,\sigma_z-\sin\theta\,\sigma_x .
\]

For \(\sigma_x\) the commutator is \([\sigma_y,\sigma_x]=-2i\sigma_z\), so the middle term changes sign:

\[
U^\dagger\sigma_xU=\cos\theta\,\sigma_x+\sin\theta\,\sigma_z .
\]

The matrix \(\sigma_y\) commutes with \(U\) and is unchanged. The exchange term now contains

\[
\begin{aligned}
U^\dagger(\mathbf n\cdot\boldsymbol\sigma)U
&=\sin\theta(\cos\theta\,\sigma_x+\sin\theta\,\sigma_z)\\
&\quad+\cos\theta(\cos\theta\,\sigma_z-\sin\theta\,\sigma_x)
=\sigma_z .
\end{aligned}
\]

Since \(H_{\rm kin}\) does not act on spin, it commutes with \(U\). The transformed Hamiltonian is

\[
H'(\theta)=U^\dagger HU=H_{\rm kin}-\frac{\Delta}{2}\sigma_z+H_{\rm so}(\theta),
\]

with

\[
\begin{aligned}
H_{\rm so}(\theta)=\frac{\xi}{2}\big[
&l_x(\cos\theta\,\sigma_x+\sin\theta\,\sigma_z)+l_y\sigma_y\\
&+l_z(\cos\theta\,\sigma_z-\sin\theta\,\sigma_x)\big].
\end{aligned}
\]

The spin components now refer to the exchange field, while the orbital components still refer to the crystal. The angle survives in the one term that connects the two sets of axes. If \(\xi=0\), then \(H'\) is independent of \(\theta\) and there is no anisotropy in this model. A unitary transformation preserves eigenvalues, so \(H\) and \(H'\) give the same free energy.

### (b) What is the slope of the free energy?

**Question.** Keep the electron number \(N\) per atom and the smearing energy \(w=k_{\rm B}T_{\rm el}\) fixed, where \(T_{\rm el}\) is the temperature in the Fermi function. Express the slope of the free energy through \(H_{\rm so}\), allowing for degenerate levels and for a chemical potential that moves with \(\theta\).

**Solution.** Let \(\varepsilon_i\) and \(\psi_i\) be the eigenvalues and eigenstates of \(H'\), and let

\[
f(\varepsilon)=\frac{1}{e^{(\varepsilon-\mu)/w}+1},\qquad f_i=f(\varepsilon_i).
\]

The grand potential is \(\Omega={\rm Tr}\,g(H')\), with

\[
g(\varepsilon)=-w\ln\left[1+e^{(\mu-\varepsilon)/w}\right].
\]

Differentiation with respect to \(\varepsilon\) gives

\[
\frac{dg}{d\varepsilon}
=-w\left(-\frac1w\right)\frac{e^{(\mu-\varepsilon)/w}}{1+e^{(\mu-\varepsilon)/w}}
=f(\varepsilon).
\]

Since \(g\) depends on \(\mu-\varepsilon\), its derivative with respect to \(\mu\) is \(-f\). The free energy and the condition that fixes \(\mu\) are

\[
F=\Omega+\mu N,\qquad
\frac{\partial\Omega}{\partial\mu}=-\sum_i f_i=-N .
\]

When \(\theta\) changes at fixed \(N\), the chain rule gives

\[
\frac{dF}{d\theta}
=\left(\frac{\partial\Omega}{\partial\theta}\right)_\mu
+\left(\frac{\partial\Omega}{\partial\mu}+N\right)\frac{d\mu}{d\theta}
=\left(\frac{\partial\Omega}{\partial\theta}\right)_\mu .
\]

The motion of the chemical potential therefore drops out. It remains to differentiate the trace. For a power of \(H'\), the product rule produces \(p\) terms, with \(dH'\) in each possible place. Cyclic permutation under the trace makes them equal:

\[
d\,{\rm Tr}\,H'^{\,p}=p\,{\rm Tr}\left(H'^{\,p-1}dH'\right).
\]

By linearity, \(d\,{\rm Tr}\,q(H')={\rm Tr}[q'(H')\,dH']\) for every polynomial \(q\). On a finite interval containing the spectrum, polynomials can approximate the continuous function \(f\) uniformly. Their integrals, with suitable constants, then approximate \(g\) uniformly as well. The rule thus carries over to \(g\), whose derivative is \(f\). Since \(H_{\rm so}\) is the only part of \(H'\) that depends on \(\theta\),

\[
\boxed{\;\tau(\theta)\equiv\frac{dF}{d\theta}
={\rm Tr}\left[f(H')\frac{\partial H_{\rm so}}{\partial\theta}\right]
=\sum_i f_i\left\langle\psi_i\left|\frac{\partial H_{\rm so}}{\partial\theta}\right|\psi_i\right\rangle\;}
\]

No derivative of an eigenstate is needed. The trace form also remains valid at a degeneracy, where individual eigenstates need not be smooth functions of \(\theta\).

The quantity \(\tau\) is called the torque in this method, with units of energy per radian. The mechanical torque towards larger \(\theta\) is \(-\tau\), since a system is driven towards lower free energy.

**Free energy or band energy?** The sum \(E_{\rm band}=\sum_i f_i\varepsilon_i\) has a different slope. To see this, put \(x_i=(\mu-\varepsilon_i)/w\). The Fermi function gives

\[
\ln(1+e^{x_i})=-\ln(1-f_i),\qquad
x_i=\ln f_i-\ln(1-f_i).
\]

With the dimensionless entropy

\[
s_{\rm el}=-\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right],
\]

these relations give \(-s_{\rm el}=\sum_i[f_ix_i+\ln(1-f_i)]\). Hence

\[
\begin{aligned}
F&=w\sum_i\ln(1-f_i)+\mu\sum_i f_i\\
&=-ws_{\rm el}-\sum_i f_i(\mu-\varepsilon_i)+\mu\sum_i f_i\\
&=E_{\rm band}-ws_{\rm el}.
\end{aligned}
\]

Differentiation gives

\[
\frac{dE_{\rm band}}{d\theta}=\tau+w\frac{ds_{\rm el}}{d\theta}.
\]

The last term comes from the redistribution of electrons among levels near the chemical potential. If a gap separates filled from empty levels and \(w\to0\), the occupations become fixed, the entropy term vanishes, and the two slopes agree. In a metal at finite smearing they generally differ.

### (c) Which operator must be averaged?

**Question.** Find \(\partial H_{\rm so}/\partial\theta\) and its form at \(45^\circ\). Then express the same torque through the exchange field, and interpret the result.

**Solution.** Differentiating the result of part (a) term by term gives

\[
\begin{aligned}
\frac{\partial H_{\rm so}}{\partial\theta}=\frac{\xi}{2}\big[
&l_x(\cos\theta\,\sigma_z-\sin\theta\,\sigma_x)\\
&-l_z(\sin\theta\,\sigma_z+\cos\theta\,\sigma_x)\big].
\end{aligned}
\]

The \(l_y\sigma_y\) term has disappeared because the rotation axis is \(y\). At \(45^\circ\), both trigonometric functions equal \(1/\sqrt2\), so

\[
\left.\frac{\partial H_{\rm so}}{\partial\theta}\right|_{45^\circ}
=\frac{\xi}{2\sqrt2}\left[(l_x-l_z)\sigma_z-(l_x+l_z)\sigma_x\right].
\]

The first product conserves the spin projection on the exchange field, and the second flips it. Their mean values are both taken in the full eigenstates, which already contain spin-orbit coupling.

In the laboratory frame the spin-orbit term is fixed and the exchange field rotates. The trace rule of part (b) applies to \(H\) just as it does to \(H'\). With

\[
\frac{d\mathbf n}{d\theta}=(\cos\theta,\,0,\,-\sin\theta),
\]

it gives

\[
\tau=-\frac{\Delta}{2}\left\langle\frac{d\mathbf n}{d\theta}\cdot\boldsymbol\sigma\right\rangle_{\rm lab},
\]

where the brackets denote the occupied-state sum. Transforming this operator to the spin frame gives

\[
\begin{aligned}
U^\dagger\left(\frac{d\mathbf n}{d\theta}\cdot\boldsymbol\sigma\right)U
&=\cos\theta(\cos\theta\,\sigma_x+\sin\theta\,\sigma_z)\\
&\quad-\sin\theta(\cos\theta\,\sigma_z-\sin\theta\,\sigma_x)
=\sigma_x .
\end{aligned}
\]

Consequently

\[
\tau=-\frac{\Delta}{2}\langle\sigma_x\rangle',
\]

where the prime denotes the spin frame. The torque thus measures the small spin component that is perpendicular to the exchange field and lies in the plane in which the field turns. If \(\tau<0\), this component points towards larger \(\theta\), which is also the direction in which the free energy falls. Without spin-orbit coupling, \(H'\) commutes with \(\sigma_z\), the perpendicular component vanishes, and so does the torque.

The two expressions are alternatives for the same slope. Adding them would count the torque twice.

### (d) How large is the torque in a metallic monolayer?

**Question.** Evaluate the torque at \(45^\circ\) for a square monolayer with five \(d\) orbitals per atom. Separate its two spin parts and find the slope of the band energy.

**Solution.** The parameters are round model values and do not represent a particular material. Hopping connects nearest neighbours. An electron whose angular momentum about the bond is \(0\), \(\pm1\) or \(\pm2\), in units of \(\hbar\), hops with the integral

\[
V_\sigma=-0.5\ {\rm eV},\qquad V_\pi=0.3\ {\rm eV},\qquad V_\delta=-0.05\ {\rm eV},
\]

respectively. For a bond along \(x\), the operator \(q=l_x^2\) has eigenvalues 0, 1 and 4. The hopping matrix is therefore

\[
h(q)=V_\sigma\frac{(1-q)(4-q)}{4}+V_\pi\frac{q(4-q)}{3}+V_\delta\frac{q(q-1)}{12}.
\]

Inserting the three eigenvalues returns \(V_\sigma\), \(V_\pi\) and \(V_\delta\) in turn. A bond along \(y\) uses \(l_y^2\). Adding the Bloch phases of opposite neighbours gives

\[
H_{\rm kin}(\mathbf k)=2\cos(k_xa)\,h(l_x^2)+2\cos(k_ya)\,h(l_y^2),
\]

where \(a\) is the lattice constant. The other parameters are \(\Delta=2.0\) eV, \(\xi=0.1\) eV, \(w=0.1\) eV and \(N=8\).

At each wave vector the Hamiltonian is a \(10\times10\) matrix, for five orbitals and two spins. It is diagonalized numerically on a uniform \(40\times40\) mesh. The chemical potential is found by solving for eight electrons per atom, and the occupied-state sum then gives the torque.

The spin-conserving part at \(45^\circ\) is \(-1.1905\) meV and the spin-flip part is \(0.2497\) meV. Their sum is

\[
\tau(45^\circ)=-1.1905+0.2497=-0.9408\ {\rm meV}.
\]

The two parts have opposite signs, so keeping the spin-conserving operator alone would overestimate the magnitude of the torque by about 27% of its full value. The perpendicular spin component follows from part (c):

\[
\langle\sigma_x\rangle'=-\frac{2\tau}{\Delta}
=\frac{2(0.9408\times10^{-3})}{2.0}=9.4\times10^{-4}.
\]

A four-point central difference of the band energy at \(45^\circ\) gives a slope of \(-0.7132\) meV. The entropy contribution is therefore

\[
w\frac{ds_{\rm el}}{d\theta}=-0.7132-(-0.9408)=0.2276\ {\rm meV},
\]

or about 24% of the magnitude of the torque. At this smearing, the distinction between free energy and band energy matters.

The slope of the free energy at fixed electron number is the occupied-state sum of \(\partial H_{\rm so}/\partial\theta\), and for the model monolayer it is \(-0.9408\) meV at \(45^\circ\). It remains to find when this one torque gives the free-energy difference between the directions \(x\) and \(z\), and how large the error is otherwise.

Numbers in the example were calculated in double precision.
